# The Slab Coulomb Kernel Truncated at Half the Cell Height

## Result

A hafnia slab lies parallel to the $xy$ plane in a periodic cell of height $L$. The third lattice vector is normal to the slab. To remove the interaction between the slab and its periodic copies, the Coulomb interaction is cut in the $z$ direction:

$$v(\mathbf r)=\frac{\theta(R-|z|)}{r}.$$

Atomic units are used in the algebra. Let $q$ be the length of the in-plane part of a reciprocal vector and $g$ its $z$ component. For $q>0$ the transform of the cut interaction is

$$v(q,g)=\frac{4\pi}{q^2+g^2}\left\{1-e^{-qR}\left[\cos gR-\frac{g}{q}\sin gR\right]\right\}. \tag{1}$$

The cell admits $g=2\pi n/L$ with integer $n$. The choice $R=L/2$ makes $gR=\pi n$, and then

$$v(q,n)=\frac{4\pi}{q^2+g^2}\left[1-(-1)^n e^{-qL/2}\right]. \tag{2}$$

Two things happen at once: the cosine becomes an alternating sign, and the sine vanishes. The second matters as much as the first, because the sine carries a factor $1/q$. Hafnia enters through its charge density; the kernel depends on the cell alone.

## Convention

A periodic density is written $\rho(\mathbf r)=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Its potential is

$$V(\mathbf r)=\int v(\mathbf r-\mathbf r')\rho(\mathbf r')\,d^3r'
=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\int v(\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d^3s ,$$

where $\mathbf s=\mathbf r-\mathbf r'$. Each Fourier coefficient is therefore multiplied by the transform $v(\mathbf G)$. Here $\rho$ counts positive charge, so the energy of an electron is $-V$.

## Simple case: laterally uniform charge

Take a plane of unit charge per area. A disk of radius $\Lambda$ in this plane gives, at height $u$,

$$\int_0^\Lambda\frac{2\pi s\,ds}{\sqrt{s^2+u^2}}=2\pi\left(\sqrt{\Lambda^2+u^2}-|u|\right)\to 2\pi\Lambda-2\pi|u| .$$

The large constant $C=2\pi\Lambda$ cancels between the planes of an isolated neutral slab. With a cut, it is present for $|u|<R$ and absent beyond, so its transform must be examined:

$$C\int_{-R}^{R}\cos gu\,du=\frac{2C\sin gR}{g}.$$

For a general $R$ this is large at every $g$ with $\sin gR\neq0$. For $R=L/2$ and $n\neq0$ it is zero, since $\sin\pi n=0$. The constant then survives in the $n=0$ term, where it multiplies the net charge, which is zero.

The remaining part is integrated by parts:

$$-4\pi\int_0^R u\cos gu\,du=-4\pi\left[\frac{R\sin gR}{g}+\frac{\cos gR-1}{g^2}\right]. \tag{3}$$

At $R=L/2$ this becomes

$$v(0,n)=\frac{4\pi}{g^2}\left[1-(-1)^n\right],\qquad n\neq0 .$$

Even terms vanish and odd terms are twice the usual $4\pi/g^2$. The finite part at $n=0$ is $-4\pi\int_0^R u\,du=-2\pi R^2$.

For $L=6$ nm, $g=1.047\,n$ nm$^{-1}$. The kernel is $8\pi/g^2=22.918$ nm² for $n=1$, zero for $n=2$, and $22.918/9=2.546$ nm² for $n=3$. The finite part at $n=0$ is $-56.549$ nm².

## Generalization: charge that varies in the plane

For an in-plane wavevector $\mathbf q$, define

$$f(z)=\int\frac{e^{-i\mathbf q\cdot\mathbf s}}{\sqrt{s^2+z^2}}\,d^2s .$$

Transforming $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ in the plane replaces the two lateral derivatives by $-q^2$:

$$f''(z)-q^2f(z)=-4\pi\delta(z).$$

Away from $z=0$ the solution that decays on both sides is $Ae^{-q|z|}$. Integrating the equation across $z=0$ shows that the slope must jump by $-4\pi$. The slope of $Ae^{-q|z|}$ changes from $+qA$ to $-qA$, so $-2qA=-4\pi$ and

$$f(z)=\frac{2\pi}{q}e^{-q|z|}. \tag{4}$$

The limit of small $q$ tests this against the simple case: $f=2\pi/q-2\pi|z|+O(q)$. The linear part is the same, and $2\pi/q$ has taken the place of $2\pi\Lambda$.

Next comes the integral over $|z|<R$. Since $f$ is even, the sine part of $e^{-igz}$ drops out:

$$I=\int_{-R}^{R}e^{-q|z|}\cos gz\,dz
=2\,\mathrm{Re}\int_0^R e^{-(q-ig)z}dz
=2\,\mathrm{Re}\,\frac{1-e^{-(q-ig)R}}{q-ig}.$$

Multiplying numerator and denominator by $q+ig$ gives

$$I=\frac{2}{q^2+g^2}\,\mathrm{Re}\left\{(q+ig)\left[1-e^{-qR}(\cos gR+i\sin gR)\right]\right\}.$$

The real part of $(q+ig)(\cos gR+i\sin gR)$ is $q\cos gR-g\sin gR$. Hence

$$I=\frac{2}{q^2+g^2}\left[q-e^{-qR}(q\cos gR-g\sin gR)\right].$$

Multiplication by $2\pi/q$ gives equation (1).

**Limit of a distant cut.** At fixed $q>0$, $R\to\infty$ removes the exponential and leaves $4\pi/(q^2+g^2)$, the kernel of the full Coulomb interaction.

**Limit of long lateral waves.** For $g\neq0$, expand the product in (1):

$$(1-qR+\dots)\left(\cos gR-\frac gq\sin gR\right)
=-\frac gq\sin gR+\cos gR+gR\sin gR+O(q).$$

Therefore

$$v=\frac{4\pi\sin gR}{gq}+\frac{4\pi}{g^2}\left(1-\cos gR-gR\sin gR\right)+O(q). \tag{5}$$

The finite part agrees with (3). The first part is the transform of the constant $2\pi/q$ inside the cut. With $R=2.70$ nm in the same 6 nm cell, its coefficient for $n=1$ is $4\pi\sin(gR)/g=3.708$ nm, so the kernel grows as $3.708\ \text{nm}/q$. A code using this cut must handle a divergence at every $n$ for which the sine is nonzero. With $R=L/2$ there is one divergence, at $n=0$:

$$v(q,0)=\frac{4\pi}{q^2}\left(1-e^{-qR}\right)=\frac{4\pi R}{q}-2\pi R^2+O(q).$$

For the Hartree potential of a neutral cell this term multiplies zero. The cancellation requires electrons and ions to be treated with the same cut. Exchange integrals involve pair densities that need not be neutral, so there the $1/q$ term has to be integrated over $\mathbf q$.

## What the alternating sign does in real space

Equation (2) can be checked by summing it back to real space. Its first term, $4\pi/(q^2+g^2)$, belongs to the uncut interaction (4) repeated with period $L$. For $0\le u\le L$ the repeated sum consists of two geometric series:

$$S(u)=\frac{2\pi}{q}\,\frac{e^{-qu}+e^{-q(L-u)}}{1-e^{-qL}}
=\frac{2\pi}{q}\,\frac{\cosh q(L/2-u)}{\sinh(qL/2)} .$$

The last form follows on multiplying numerator and denominator by $e^{qL/2}$. By symmetry, $u$ may be replaced by $|u|$ for $|u|\le L/2$.

A factor $(-1)^n=e^{-ig L/2}$ shifts a function by half a period. The second term in (2) is thus the same sum centred at $L/2$, with weight $-e^{-qL/2}$. For $|u|\le L/2$, the distance to that centre is $L/2-|u|$, and the shifted sum contains $\cosh qu$. Together the two terms have the numerator

$$\cosh q\!\left(\tfrac L2-|u|\right)-e^{-qL/2}\cosh qu .$$

Writing out the exponentials, the two terms $\tfrac12e^{-qL/2}e^{q|u|}$ cancel. What remains is

$$\tfrac12e^{-q|u|}\left(e^{qL/2}-e^{-qL/2}\right)=e^{-q|u|}\sinh(qL/2).$$

Division by $\sinh(qL/2)$ returns $(2\pi/q)e^{-q|u|}$, the interaction of an isolated pair. The alternating term therefore removes the contribution of all the periodic copies for $|u|<L/2$.

Outside that range the result repeats with period $L$, so two charges interact through their nearest images along $z$. The repeated function is continuous at $u=L/2$, because $e^{-q|u|}$ has the same value at $\pm L/2$; its slope jumps. For $R<L/2$ the repeated function itself jumps, from $(2\pi/q)e^{-qR}$ to zero; for $R>L/2$ it jumps by the same amount where the ranges of neighbouring copies begin to overlap. This is why the sine term in (1) falls only as $1/g$ at large $g$, while (2) falls as $1/g^2$.

## When the correction matters

The exponential in (2) depends on the lateral period. For a stripe pattern of period 5 nm, $q=2\pi/5=1.2566$ nm$^{-1}$ and $e^{-qL/2}=0.0231$ when $L=6$ nm. The kernel is lowered by 2.3 % for even $n$ and raised by 2.3 % for odd $n$, relative to $4\pi/(q^2+g^2)$. Its first values are 7.774, 4.805 and 2.058 nm² for $n=0,1,2$.

For a lateral period of 0.5 nm, comparable to a crystal lattice period, the factor is $4\times10^{-17}$, which is negligible. In the Hartree potential of a small surface cell the cut thus acts through the $q=0$ column, where even terms with $n\neq0$ vanish and odd terms double. Exchange terms also contain the smaller differences between sampled in-plane wavevectors, for which the exponential need not be negligible. The $q=0$ column holds the laterally averaged charge, including the surface dipole.

## Conditions on the slab

Let $t$ be the full thickness of the charge distribution, tails included, centred at $z=0$. Two charges in the slab are at most $t$ apart in $z$, and a charge and an image of another are at least $L-t$ apart. To keep every true pair and reject every image pair, one needs

$$t\le R\le L-t .$$

For $R=L/2$ both conditions become $t\le L/2$. Other cuts in this interval give the same potential on the slab; half the height is chosen for its simple kernel.

The potential in vacuum has a stricter limit. A point at height $z$ is at most $|z|+t/2$ from the charge, so its potential is right for

$$|z|\le \frac L2-\frac t2 .$$

The step from (1) to (2) fails in two cases. If the third lattice vector has an in-plane part $\mathbf b$, the condition $\mathbf G\cdot\mathbf a_3=2\pi n$ gives $gL/2=\pi n-\mathbf q\cdot\mathbf b/2$, which is not in general a multiple of $\pi$. If wavevectors $k$ along $z$ are sampled in exchange terms, $gR$ becomes $\pi n+kL/2$. Equation (1) still gives the transform in both cases, but (2) does not follow.

## A polar film

The example is an electrostatic model with a prescribed total charge, not a self-consistent density-functional calculation. The film has polarization 20 µC/cm², and 90 % of its surface charge is compensated. This leaves $20\times0.10=2.00$ µC/cm². With relative permittivity 30, the response of the film reduces the total charge on each face to

$$\sigma=\frac{2.00}{30}=0.0667\ \mu\text{C/cm}^2 .$$

The charges $\pm\sigma$ are placed on Gaussian sheets of standard deviation 0.05 nm at $z=\pm1$ nm, so $d=2$ nm. Counting tails to six standard deviations, $t=2.60$ nm. This is below $L/2=3$ nm, and the potential may be read up to $|z|=3-1.30=1.70$ nm. The potentials of the cut and uncut kernels below were computed by fast Fourier transform on 600 points along $z$; the reference values for the isolated film come from direct integration over its charge.

For thin sheets the uniform kernel gives

$$V(z)=-2\pi\sigma\left(|z-d/2|-|z+d/2|\right).$$

Above the film $V=2\pi\sigma d$, and below it $V=-2\pi\sigma d$. The step is $4\pi\sigma d$, or $\sigma d/\varepsilon_0$ in SI units. The field is $\sigma/\varepsilon_0=0.753$ MV/cm, and over 2 nm it produces a vacuum-level step of 0.151 eV. An electron has the lower energy on the side of the positive face.

**Without the cut.** If $4\pi/G^2$ is used with $\mathbf G=0$ omitted, the potential is periodic. Let its slopes be $E_i$ in the film and $E_o$ in vacuum. Then

$$E_i-E_o=4\pi\sigma,\qquad dE_i+(L-d)E_o=0 .$$

Substituting $E_o=E_i-4\pi\sigma$ in the second equation gives $E_i=4\pi\sigma(1-d/L)$. For $d/L=1/3$ the field drops to 0.502 MV/cm, one third too low. The total charge is held fixed in this comparison. A film that responds moves most of the error elsewhere. With the uncompensated charge $\sigma_u=2.00$ µC/cm² fixed instead, the first equation becomes $\varepsilon E_i-E_o=4\pi\sigma_u$, and $E_i=4\pi\sigma_u(1-d/L)/[\varepsilon(1-d/L)+d/L]$. For $\varepsilon=30$ this is 0.741 MV/cm, only 1.6 % low, but the total face charge grows, and the dipole step $(E_i-E_o)d$ rises from 0.151 to 0.222 eV.

**Reading the vacuum level too far out.** For $L/2-d/2<z<L/2$, the lower sheet is replaced by its nearer image, at distance $L-z-d/2$. Thus

$$V=2\pi\sigma\left[(L-z-d/2)-(z-d/2)\right]=2\pi\sigma(L-2z).$$

The correct plateau corresponds to 0.0753 eV. At $z=2.5$ nm, where $L-2z=1$ nm instead of $d=2$ nm, the cut kernel gives 0.0376 eV. This slope is an artefact, and an average over the whole vacuum would include it.

**A film that is too thick.** Keep the cell and sheet charge, but set $d=3.6$ nm. The opposite face is now nearer through its image, at $L-d=2.4$ nm. The potential difference between the sheet centres is 0.178 eV instead of 0.268 eV. Thin sheets would give the ratio $2.4/3.6=0.667$. The finite width subtracts the mean distance of a sheet's charge from its centre plane, $0.05\sqrt{2/\pi}=0.04$ nm, from both lengths, and $2.36/3.56=0.663$ agrees with the two energies.

**Stripes.** Let the total sheet charge instead vary as a cosine with period 5 nm and the same amplitude. On the upper face the energy amplitude is 0.0261 eV, both with the cut kernel and by direct integration of (4) over the isolated film. The uncut periodic kernel gives a value 0.64 % smaller. The sign follows from the real-space sum: the uncut kernel exceeds the isolated one by an amount proportional to $\cosh qu$, so two opposite sheets add an error proportional to $1-\cosh qd$, which is negative. The image error is much smaller here than for uniform charge because the potential of the stripes decays in the vacuum. These numbers belong to a prescribed total charge: the reduction by $1/\varepsilon$ holds for uniform charge only. Thin sheets carrying an uncompensated amplitude $\sigma_u=2.00$ µC/cm² on a film with $\varepsilon=30$ give $4\pi\sigma_u/\{q[1+\varepsilon\coth(qd/2)]\}$, or 0.0495 eV, at the face, and the error of the uncut kernel falls to about 0.04 %.

## The model beside a real film

The chosen polarization and permittivity are rough typical values for ferroelectric hafnia. In a memory capacitor the film lies between metal electrodes instead of vacuum, and these supply compensating charge. The field is proportional to the uncompensated fraction, so it depends strongly on the assumed compensation: it is 1.51 MV/cm at 80 % and 0.38 MV/cm at 95 %. Without compensation it would be 7.53 MV/cm, above a rough breakdown field of 4 MV/cm, and the linear model could not be trusted. The example's 0.753 MV/cm is already close to a rough coercive field of 1 MV/cm. Below about 87 % compensation the field exceeds that value, so at 80 % the polarization could not be assumed to stay at 20 µC/cm². Changing the permittivity to 25 or 40 gives 0.90 or 0.56 MV/cm.

Other neglected effects can be sized with rough inputs:

- A pyroelectric coefficient of magnitude 50 µC/(m² K) changes the polarization by 0.30 µC/cm² over 60 K. At fixed compensating charge this is 15 % of the uncompensated charge.
- For a rectangular barrier of 2 eV and an effective mass of 0.2 electron masses, the tunnelling factor $e^{-2\kappa d}$ is $2\times10^{-6}$, where $\kappa$ is the decay constant of the wave function. It is not a rate, and does not show how long the charge would persist.
- The step is 0.027 of a 5.5 eV band gap, too small to bring the band edges of the two faces into overlap.
- An electron density does not end sharply. The condition $t\le L/2$ allows it to reach $|z|=L/4=1.5$ nm, which is 0.5 nm beyond each face. For an ionization energy of 7 eV it decays over that distance by a factor of about $10^{-6}$, so little charge violates the condition in this cell. The vacuum window then shrinks from 1.70 nm towards 1.5 nm. In a rough model with a valence density of 470 electrons per nm³ that decays in this way from half that value at each face, the cut kernel errs by less than 0.01 meV at $|z|=1.5$ nm but by about 1.7 meV, 2 % of the plateau, at 1.7 nm.
